Conductivity of a symmetric two-phase sheet

**Problem**

A large, thin conducting film consists of two kinds of patches. One kind has sheet conductivity s₁ = 10 µS, the other s₂ = 0.1 µS. The two cover equal areas, and the pattern is statistically symmetric: if every good patch is made poor and every poor patch good, the new pattern has the same statistics as the old one. What sheet conductivity s does the whole film show?

Some conditions must be added for the question to have one answer. The current is steady and flows in two dimensions, without a magnetic field. Each patch obeys a local, isotropic Ohm's law, and patch boundaries add no resistance. The film has no preferred direction on the large scale, and it is much larger than a patch, so that one sample represents the average.

In terms of the electric field E and the sheet current density j, the equations are

curl E = ∂ₓE_y − ∂_yEₓ = 0

div j = ∂ₓjₓ + ∂_yj_y = 0

j = σE

where σ is s₁ or s₂, depending on position. Angle brackets denote an average over a large area, and the macroscopic conductivity is defined by

⟨j⟩ = s⟨E⟩.

To avoid edge effects, take the pattern to repeat with a period much longer than a patch. The field is then its mean E₀ = ⟨E⟩ plus a periodic gradient of zero mean.

**First estimate by scaling**

Multiply σ by the same number λ everywhere and keep the field E. The current becomes λj, which still has zero divergence, so all equations remain satisfied. Hence

s(λs₁, λs₂) = λ s(s₁, s₂).

Choose λ = 1/√(s₁s₂). The two arguments on the left become √r and 1/√r, with r = s₁/s₂, so that

s = √(s₁s₂) F(r).

Exchange symmetry requires F(r) = F(1/r), and a uniform film requires F(1) = 1. Scaling says no more than this. If F is taken to be of order one, the estimate is

s ≈ √(10 µS × 0.1 µS) = 1 µS.

Its uncertainty follows from two bounds. Write E = E₀ + e, where e is a periodic gradient, e = −∇χ. Since div j = 0,

⟨j·e⟩ = −⟨j·∇χ⟩ = −⟨div(χj)⟩ = 0,

because the average of the divergence of a periodic field vanishes. The mean dissipated power per area is therefore

⟨σE²⟩ = ⟨j·E⟩ = ⟨j⟩·E₀ = sE₀².

Now insert E₀ = E − e into the power that a uniform field would dissipate:

⟨σ⟩E₀² = ⟨σE²⟩ − 2⟨j·e⟩ + ⟨σe²⟩ = sE₀² + ⟨σe²⟩.

The last term is not negative, so s ≤ ⟨σ⟩.

The second bound uses the current in the same way. Write j = J₀ + k, where J₀ = ⟨j⟩ and k has zero mean and zero divergence. Then ⟨k·E⟩ = ⟨k⟩·E₀ + ⟨k·e⟩ = 0, and

⟨1/σ⟩J₀² = ⟨j²/σ⟩ − 2⟨k·E⟩ + ⟨k²/σ⟩ ≥ ⟨j²/σ⟩ = J₀²/s.

The last equality holds because ⟨j²/σ⟩ = ⟨j·E⟩ = J₀·E₀ and E₀ = J₀/s. For equal areas the bounds are

2/(1/s₁ + 1/s₂) ≤ s ≤ (s₁ + s₂)/2

0.198 µS ≤ s ≤ 5.05 µS.

These two bounds alone leave room for an error of a factor of about five in either direction. Fixing F(100) takes a property of two dimensions that scaling does not use.

**Exact solution**

Let R turn a vector by 90 degrees:

R(aₓ, a_y) = (−a_y, aₓ).

Direct differentiation gives

curl(Ra) = ∂ₓaₓ + ∂_ya_y = div a

div(Ra) = −∂ₓa_y + ∂_yaₓ = −curl a.

The rotation therefore turns a divergence-free field into a curl-free one, and the reverse. This allows current and electric field to trade places. With a constant conductivity c, still to be chosen, define

E′ = Rj/c

j′ = cRE.

These new fields satisfy

curl E′ = (div j)/c = 0

div j′ = −c curl E = 0.

They also satisfy the boundary conditions between patches. Let n be the normal to a boundary and t = Rn its tangent. A rotation preserves scalar products, so t·E′ = (Rn)·(Rj)/c = n·j/c, which is continuous because the normal current is continuous. Since Rt = −n, also n·j′ = −c(Rt)·(RE) = −c t·E, which is continuous because the tangential field is continuous.

To find the material that the new fields describe, insert j = σE into the definition of E′:

E′ = (σ/c)RE, hence RE = (c/σ)E′

j′ = cRE = (c²/σ)E′.

The new local conductivity is c²/σ. Choose c² = s₁s₂. Where σ was s₁ it is now s₁s₂/s₁ = s₂, and where it was s₂ it is now s₁. The new fields solve the conduction problem for the film with its phases exchanged.

They are the only solution for their mean field. The difference d of two solutions with the same mean would be a zero-mean gradient with a divergence-free current σd. The argument used above then gives ⟨σd²⟩ = 0, so d = 0.

Averaging the definitions gives

⟨E′⟩ = R⟨j⟩/c = (s/c)R⟨E⟩

⟨j′⟩ = cR⟨E⟩ = (c²/s)⟨E′⟩.

The exchanged film thus has the macroscopic conductivity s̃ = c²/s, or

s s̃ = s₁s₂.

This relation holds for any isotropic two-phase pattern, whatever the area fractions. Exchange symmetry enters only now: the exchanged film has the same statistics, so in a large sample s̃ = s. Therefore

s² = s₁s₂

s = √(s₁s₂) = √(10 µS × 0.1 µS) = 1 µS.

The positive root is taken because the dissipated power is positive. The corresponding sheet resistance is 1 MΩ.

**Comparison of the two**

The scaling estimate gave the right number because F(r) = 1 for every contrast r, a fact that scaling could not supply. Three cases show what the further conditions do.

Stripes of equal width are exchange-symmetric but have a preferred direction. Along the stripes the phases conduct in parallel and give 5.05 µS; across them they are in series and give 0.198 µS. These are the two bounds. The rotation carries a mean field along one axis into a mean field along the other, so the relation that survives is s_along s_across = s₁s₂, and indeed 5.05 × 0.198 = 1.00.

Square islands in a regular array, covering half the area, conduct equally along both axes but are not exchange-symmetric. A numerical solution of the field equations gives 3.29 µS for poor islands in a good sheet and 0.3045 µS for good islands in a poor sheet; on finer meshes these settle at 3.286 and 0.3043 µS. Equal areas are therefore not enough. The product of the two results is 1.001 µS², as s s̃ = s₁s₂ requires, apart from a mesh error of 0.1 percent.

If the good fraction is raised to 55 percent, scaling might suggest the weighted product s₁^0.55 s₂^0.45 = 1.26 µS. Random networks of 60 × 60 bonds give 1.52 µS, with a standard error of about 1 percent. The weighted product is not the general law.

The symmetric result itself can be tested on such networks, in which each bond is good or poor with equal probability. They are a discrete counterpart of the film, with their own form of the exchange relation. For one random network and its exchanged dual, Kirchhoff's equations give 1.13541 µS and 0.88074 µS, with product 1.00000 µS². Each single sample deviates from 1 µS, but the geometric average over 120 networks of 60 × 60 bonds is 1.004 µS, with a standard error of 0.7 percent.

A continuous checkerboard is a harder case, because the field is singular where four tiles meet. Approximate potentials dissipate too much power and so give upper bounds on s. As the mesh step touching the corner shrinks from 10⁻² to 10⁻⁵ and 10⁻¹⁰ of the tile width, the bound falls from 1.56 to 1.08 and 1.008 µS.

Sharp patch edges are not essential either. The rotation replaces σ by c²/σ, which reverses the sign of ln(σ/c). An isotropic film in which ln(σ/c) and −ln(σ/c) have the same statistics therefore has s = c, even if σ varies smoothly. A smooth periodic profile running between 0.1 and 10 µS, in which a quarter turn reverses the sign of ln(σ/c), gives 1.0001 µS numerically.

**Where the power goes**

The exact formula also tells how the two phases share the dissipation. Change σ slightly at fixed E₀. From sE₀² = ⟨σE²⟩,

δs E₀² = ⟨δσ E²⟩ + 2⟨j·δE⟩.

The last term vanishes because δE is a zero-mean gradient. If only s₁ changes, then E₀² ∂s/∂s₁ is the average of E² counted over phase 1 alone. Multiplying by s₁ and dividing by the total power sE₀² gives the share of phase 1:

P₁/P = (s₁/s)(∂s/∂s₁) = 1/2,

since s is proportional to √s₁. Each phase dissipates half of the power, however different the conductivities are. Each also covers half of the area, so the mean square field inside phase i obeys

sᵢ⟨E²⟩ᵢ = sE₀².

In the good phase ⟨E²⟩₁ = 0.1E₀², and in the poor phase ⟨E²⟩₂ = 10E₀². The root-mean-square field in the poor patches is thus about three times the applied one.

The limit of an insulating poor phase follows as well. For s₂ → 0 at fixed s₁, s = √(s₁s₂) also goes to zero, although half of the film still conducts well. This requires a film that is large enough at each contrast. In a random film of fixed size, a connected path of good patches may or may not happen to span the sample, and a single sample then no longer represents the average.

**A film in a transistor**

The numbers can be set beside a polycrystalline monolayer MoS₂ channel at 300 K, with clean and defective patches about 100 nm wide. Let the gate induce n = 2 × 10¹² electrons per cm² everywhere. The good phase then has the mobility

μ₁ = s₁/(en) = 10⁻⁵ S / (1.602 × 10⁻¹⁹ C × 2 × 10¹² cm⁻²) = 31 cm²/Vs,

and the poor phase has 0.31 cm²/Vs. The first is a roughly typical value for such films; the second is low and stands for strongly defective material. Real films break the assumption of exact exchange symmetry, since nothing forces the two phases to be equivalent. In the random networks above, a shift to 55 percent good bonds already raises s by about 52 percent.

Patch boundaries matter too. Take a boundary resistance of 10 kΩ µm, chosen for illustration, and count one boundary per patch. On a width of 0.1 µm it adds 0.1 MΩ in series. The good patch goes from 0.1 to 0.2 MΩ and the poor one from 10 to 10.1 MΩ, so a large random network in which each bond stands for one patch with its boundary has

s ≈ 1/√(0.2 MΩ × 10.1 MΩ) = 0.70 µS,

a reduction of 30 percent. In a continuous film the loss depends on the geometry. In a checkerboard, much of the current crowds through the points where four patches meet, and the same boundary resistance lowers s to about 0.48 µS. In a film of random grains, which meet in threes, the loss stays close to the network value, about 30 percent. For scale, the ballistic resistance, which a short conductor between ideal contacts keeps even without scattering, is here about 210 Ω µm in the nondegenerate approximation for an effective mass of half the free electron mass, a value also used for the lengths below (about 220 Ω µm with Fermi statistics and fourfold spin and valley degeneracy), or 2 percent of the resistance of a good patch. A boundary inside the film that transmits every electron adds no resistance.

Temperature enters through the square root. If the poor phase conducts by activation over 100 meV, again a chosen value, heating to 350 K raises s₂ to 0.174 µS. With s₁ and the density held fixed, s rises to √(10 × 0.174) = 1.32 µS. The activation energy seen in s is then half that of the poor phase. This factor also depends on exchange symmetry: in general, with s₁ fixed, it is the poor phase's share of the dissipated power, (s₂/s)(∂s/∂s₂), which need not be one half in a real film.

The channel must also be large. The 60 × 60 networks correspond to a square channel of about 8.4 µm, and ln s varies between samples with a standard deviation of 0.075, or about 7.5 percent in s. At a bias of 50 mV the mean drop per bond along the channel is 50/60 = 0.83 mV, while the largest drop on a single bond is typically 9 mV. This is below the thermal voltage of 26 mV, which favours a linear response within each patch. The whole bias must also be small against the gate voltage above threshold; otherwise the electron density varies along the channel.

The most basic limit is quantum interference. Even the good phase has a conductivity of only 0.26 e²/h, and its nominal mean free path for backscattering, about 2 nm, is shorter than the thermal wavelength of about 6 nm. The mobilities are therefore effective local parameters, not evidence of free flight between collisions. A local Ohm's law for each patch presupposes that electrons lose their phase coherence within a distance much shorter than 100 nm. The thermal diffusion length of about 1.4 nm is compatible with this at 300 K but does not prove it. Where four patches meet at a sharp point, even this is not enough: at this contrast a checkerboard of 100 nm tiles dissipates about 40 percent of its power within 2 nm of a corner and about half within 6 nm, so its conductivity depends on lengths at which a local Ohm's law no longer applies. On cooling, the electrons can become localised and move by hopping. If the coherence length or the hopping distance becomes comparable with the patch width, the film is no longer described by two local conductivities, and √(s₁s₂) loses its basis.

The numerical output below lists the values used here.

Calculated quantities

```
Good phase sheet conductivity: 10.0 uS
Poor phase sheet conductivity: 0.1 uS
Product of the two: 1.000 uS^2
Predicted macroscopic conductivity: 1.000 uS
Predicted macroscopic sheet resistance: 1.000 Mohm
Arithmetic mean: 5.050 uS
Harmonic mean: 0.1980 uS
Dual pair, original network: 1.13541 uS
Dual pair, exchanged network: 0.88074 uS
Dual pair, product: 1.00000000 uS^2
Random 15x15, geometric average: 1.014 uS
  spread of ln G: 0.321, standard error 0.023
Random 60x60, geometric average: 1.004 uS
  spread of ln G: 0.075, standard error 0.007
Checkerboard, core/cell 1e-02: upper bound 1.5577 uS
Checkerboard, core/cell 1e-05: upper bound 1.0818 uS
Checkerboard, core/cell 1e-10: upper bound 1.0078 uS
Smooth symmetric profile: 1.0001 uS
Stripes, along: 5.050 uS
Stripes, across: 0.1980 uS
Poor islands in good sheet: 3.287 uS
Good islands in poor sheet: 0.3045 uS
Product of the island results: 1.0010 uS^2
Good fraction 55 percent, network: 1.524 uS
  standard error of ln G: 0.010
  area-weighted geometric mean: 1.259 uS
Example temperature: 300 K
Electron density: 2.0e+12 cm^-2
Effective mass / electron mass: 0.50
Spin and valley degeneracy: 4
Good phase mobility: 31.21 cm2/Vs
Poor phase mobility: 0.312 cm2/Vs
Patch width: 100 nm
Channel side matching large network: 8.41 um
Chosen boundary resistance x width: 10.0 kohm um
Estimate with boundary resistance: 0.704 uS
Ballistic resistance x width: 212 ohm um
Ballistic / good patch resistance: 2.12 percent
Mean free path, good phase: 2.12 nm
Thermal wavelength: 6.09 nm
Chosen activation energy, poor phase: 100 meV
Poor phase at 350 K: 0.174 uS
Macroscopic conductivity at 350 K: 1.318 uS
Channel bias: 50 mV
Typical largest drop on one patch: 9.14 mV
Thermal voltage: 25.85 mV
Density / (density of states x kT): 0.185
Degeneracy factor in diffusion constant: 1.095
Conductance quantum e^2/h: 38.74 uS
Good phase / (e^2/h): 0.258
Thermal diffusion length, good phase: 1.43 nm
```
